# LDOS Preconditioning of Density Mixing on a Metal–Vacuum Slab

A jellium slab 80 Å thick, repeated with 80 Å of vacuum, needs 8234 steps of optimally damped density mixing to reduce a random error of the linearised self-consistency problem by $10^{-6}$. The Kerker preconditioner, built for metals, leaves 7534 from the same start; other random starts give about 8100 to 8450 without preconditioning and 6100 to 7900 with Kerker. The preconditioner of Herbst and Levitt, built from the local density of states (LDOS), needs 10, and 9 when slab and vacuum are eight times thinner. The algebra below is in atomic units; numbers are in eV and Å.

## What the mixing setting controls

One cycle takes a density $\rho$, builds the Kohn–Sham potential, and returns $\rho_{\rm out}$ at fixed electron number. With the residual $R=\rho_{\rm out}-\rho$, the update is $\rho\leftarrow\rho+\alpha P^{-1}R$, where $\alpha$ is the damping and $P$ the preconditioner. Let $e=\rho-\rho^*$ be the error. To first order it changes the potential by $(v+f_{xc})e$, where $v=4\pi/G^2$ for $G\neq0$ (zero for $G=0$, the cell being neutral), and the output by $\chi_0(v+f_{xc})e$, with $\chi_0$ the independent-particle response at fixed number. Hence
$$R=-Je,\qquad J=1-\chi_0(v+f_{xc}),\qquad e\leftarrow(1-\alpha P^{-1}J)\,e .$$
If $P$ depends on $\rho$, its variation multiplies $R$, which is already first order, and drops out.

For real positive eigenvalues $\lambda$ of $P^{-1}J$, each mode is multiplied by $1-\alpha\lambda$, so stability needs $\alpha<2/\lambda_{\max}$. The worst factor is smallest when $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$, that is $\alpha=2/(\lambda_{\min}+\lambda_{\max})$, and it is then $(\kappa-1)/(\kappa+1)$ with $\kappa=\lambda_{\max}/\lambda_{\min}$. For large $\kappa$ a reduction by $10^{-6}$ takes about $(\kappa/2)\ln10^6$ steps. A good $P$ imitates $J$ where $J$ is large, and is not itself large where $J$ is of order 1.

## The response at fixed electron number

Write $\rho=\sum_iF_i\phi_i^2$ with real orthonormal orbitals, levels $\varepsilon_i$, and a decreasing occupation $F_i=F(\varepsilon_i-\mu)$; set $g=-F'\ge0$. In three dimensions $F=2f$, with $f$ the Fermi function at temperature $T$. A local perturbation $V$ with elements $V_{ij}$ gives $\delta\phi_i=\sum_{j\ne i}\phi_jV_{ij}/(\varepsilon_i-\varepsilon_j)$ and $\delta F_i=-g_i(V_{ii}-\delta\mu)$. The orbital part of $\delta\rho$ is $\sum_{i\neq j}2F_i\phi_i\phi_jV_{ij}/(\varepsilon_i-\varepsilon_j)$; averaging it with its copy under $i\leftrightarrow j$ replaces $2F_i$ by $F_i-F_j$. Define
$$m_{ij}=\frac{F_i-F_j}{\varepsilon_j-\varepsilon_i},\qquad m_{ii}=g_i ,$$
which is the mean of $g$ between the two levels and is non-negative. Then
$$\delta\rho=\chi^\mu V+D\,\delta\mu,\qquad \chi^\mu V=-\sum_{ij}m_{ij}\phi_i\phi_jV_{ij},\qquad D=\sum_ig_i\phi_i^2 .$$
$D(\mathbf r)=\partial\rho/\partial\mu$ is the thermally smeared LDOS at the Fermi level, and $D_{\rm tot}=\int D$.

For $V=1$, orthonormality gives $V_{ij}=\delta_{ij}$, so $\chi^\mu1=-D$: raising the potential everywhere is the same as lowering $\mu$. The kernel $\chi^\mu$ is symmetric, so $\int\chi^\mu V=-\langle D,V\rangle$, with $\langle a,b\rangle=\int ab$. Setting $\int\delta\rho=0$ gives $\delta\mu=\langle D,V\rangle/D_{\rm tot}$ and
$$\chi_0=\chi^\mu+\frac{|D\rangle\langle D|}{D_{\rm tot}} .$$
The rank-one term is part of the linear response itself: it is the shift of the Fermi level. On the 40 Å cell described below, $\chi_0V$ matches a finite difference of $\rho$ to $3\times10^{-9}$ relative to the largest value of $\delta\rho$, while $\chi^\mu V$ alone is off by 0.23.

## The LDOS model and its properties

The modes that make $J$ large have long wavelengths, where $v$ is large. If $V$ varies slowly over the range of $\chi^\mu(\mathbf r,\mathbf r')$, then $V(\mathbf r')$ may be replaced by $V(\mathbf r)$, and $\int\chi^\mu(\mathbf r,\mathbf r')V(\mathbf r')\,d\mathbf r'\approx V(\mathbf r)\,(\chi^\mu1)(\mathbf r)=-D(\mathbf r)V(\mathbf r)$. Keeping the rank-one term and dropping $f_{xc}$, which does not grow at small $G$ for a local kernel,
$$\tilde\chi V=-D\,(V-c),\qquad c=\frac{\langle D,V\rangle}{D_{\rm tot}},\qquad P=1-\tilde\chi v .$$
Each cycle builds $D$ from the current orbitals, solves $Px=R$, and adds $\alpha x$.

*Charge.* $\int\tilde\chi V=-\langle D,V\rangle+cD_{\rm tot}=0$ for any $V$. Integrating $x=R+\tilde\chi vx$ gives $\int x=\int R=0$. Without the rank-one term, $\int x=-\langle D,vx\rangle$. For the first residual of the 40 Å cell, with $\int|R|=0.0560$ e/Å$^2$, the step carries charge at rounding level with the term and $0.0082$ e/Å$^2$ without it, $0.0082/0.0560=15\%$ of $\int|R|$.

*Invertibility.* Since $\int D(V-c)=0$, one may replace one factor $V$ by $V-c$:
$$\tilde Q[V]\equiv-\langle V,\tilde\chi V\rangle=\int D\,(V-c)^2\ge0 .$$
On neutral densities $v^{1/2}Pv^{-1/2}=1-v^{1/2}\tilde\chi v^{1/2}$ is symmetric, so the eigenvalues of $P$ are real and at least 1.

*Limits.* For uniform $D$ and $V=e^{i\mathbf G\cdot\mathbf r}$ with $G\ne0$, $c=0$ and $P=1+4\pi D/G^2$, so $P^{-1}=G^2/(G^2+k^2)$ with $k^2=4\pi D$. This is the Kerker form. In the electron gas $\rho=k_F^3/3\pi^2$ and $\mu=k_F^2/2$ plus a constant give $D=k_F/\pi^2$, and $k$ is the Thomas–Fermi wavevector, $k^2=4k_F/\pi$. Where $D=0$, $x=R$ pointwise: vacuum is left unscreened.

## How large the error is

With $U=V-c$ and $\chi^\mu1=-D$,
$$-\langle U,\chi^\mu U\rangle=-\langle V,\chi^\mu V\rangle-2c\langle D,V\rangle+c^2D_{\rm tot}=-\langle V,\chi^\mu V\rangle-\frac{\langle D,V\rangle^2}{D_{\rm tot}},$$
which is $Q_0[V]\equiv-\langle V,\chi_0V\rangle$. So $Q_0=\sum_{ij}m_{ij}U_{ij}^2$. In a complete basis $\int\phi_i^2U^2=\sum_jU_{ij}^2$, so $\tilde Q=\sum_{ij}g_iU_{ij}^2$, and symmetrising in $i,j$,
$$\tilde Q-Q_0=\sum_{ij}(t_{ij}-m_{ij})\,U_{ij}^2,\qquad t_{ij}=\tfrac12(g_i+g_j).$$
The model replaces the mean of $g$ over $[\varepsilon_i,\varepsilon_j]$ by its trapezoid value. Diagonal terms cancel, and off the diagonal $U_{ij}=V_{ij}$.

Bounds follow for a laterally uniform slab and laterally uniform $V(z)$. States are $\phi_i(z)e^{i\mathbf k\cdot\mathbf r}$ with energy $\varepsilon_i+k_\parallel^2/2$; $V(z)$ conserves $\mathbf k$, so level differences are $\varepsilon_i-\varepsilon_j$ and the sum over $\mathbf k$ acts on occupations alone. With $2\,d^2k/(2\pi)^2=dE/\pi$,
$$F_i=\frac1\pi\int_0^\infty f(\varepsilon_i+E)\,dE=\frac T\pi\ln\!\left(1+e^{(\mu-\varepsilon_i)/T}\right),\qquad g=\frac f\pi ,$$
and all integrals are per unit area.

First, $g$ is monotone, so its mean is at most its larger end value: $m\le2t$, hence $Q_0\le2\tilde Q$.

Second, take $a<b$, $\Delta=b-a$ and $K=(s-a)(b-s)/2$, for which $K(a)=K(b)=0$, $K'(a)=-K'(b)=\Delta/2$, $K''=-1$ and $0\le K\le\Delta^2/8$. Two integrations by parts give
$$\int_a^bKg''ds=-[K'g]_a^b+\int_a^bK''g\,ds=\Delta\,(t-m).$$
From $f'=-f(1-f)/T$ follows $f''=f(1-f)(1-2f)/T^2$, so $|g''|\le g/T^2$ and $|t-m|\le m\Delta^2/8T^2$.

Third, $m_{ij}\Delta_{ij}^2=(F_i-F_j)(\varepsilon_j-\varepsilon_i)$, and by symmetry and completeness
$$\sum_{ij}m_{ij}\Delta_{ij}^2V_{ij}^2=2\sum_iF_i\langle V\phi_i|H-\varepsilon_i|V\phi_i\rangle .$$
For $H=-\tfrac12\partial_z^2+V_s(z)$ with a local $V_s$, use $[(V\phi)']^2=V'^2\phi^2+\phi'(V^2\phi)'$. The second piece integrates to $-\tfrac12\int V^2\phi\phi''$ after the factor $\tfrac12$, and the Schrödinger equation cancels it against $\int(V_s-\varepsilon)V^2\phi^2$. What remains is $\tfrac12\int V'^2\phi^2$, so the sum equals $\int\rho V'^2$ (the f-sum rule). Therefore
$$|\tilde Q-Q_0|\le C\,E,\qquad E=\int\frac{V'^2}{4\pi}dz,\qquad C=\frac{4\pi\rho_{\max}}{8T^2}.$$

Now drop $f_{xc}$ from $J$. In $(1-\chi_0v)x=\lambda(1-\tilde\chi v)x$ put $V=vx$, so that $x=-V''/4\pi$ and $\langle V,x\rangle=E$. Taking the product with $V$,
$$\lambda=\frac{E+Q_0}{E+\tilde Q}.$$
The first bound gives $\lambda\le(E+2\tilde Q)/(E+\tilde Q)\le2$. The second gives $\lambda\ge(E+Q_0)/[(1+C)E+Q_0]\ge1/(1+C)$. Neither contains a length. The error of the local model is controlled by $\int V'^2$, and this is, up to a constant factor, the field energy that both numerator and denominator already contain.

This proves size independence for this sector, a complete basis, a local potential and $f_{xc}=0$. In three dimensions $g=-2f'$ is not monotone and the factor 2 does not carry over. The lower bound is also weak: $C=1053$ in the example, so $1/(1+C)=9.5\times10^{-4}$, while the computed eigenvalues without $f_{xc}$ lie between 0.78 and 1.12 for all four cells.

For slowly varying $V$, the uniform gas at $T=0$ gives a far smaller constant. For plane waves $e^{ipz}$, $F_p=(k_F^2-p^2)/2\pi$ for $|p|<k_F$, and $-\chi(q)=\int\frac{dp}{2\pi}\,2F_p/(\varepsilon_{p+q}-\varepsilon_p)$ as a principal value. Averaging $p$ with $-p$, $1/(q^2/2+pq)+1/(q^2/2-pq)=4/(q^2-4p^2)$, and writing $k_F^2-p^2=(q^2-4p^2)/4+k_F^2-q^2/4$,
$$-\chi=\frac1{\pi^2}\int_{-k_F}^{k_F}\!\frac{k_F^2-p^2}{q^2-4p^2}dp=\frac1{\pi^2}\left[\frac{k_F}2+\frac{k_F^2-q^2/4}{2q}\ln\left|\frac{2k_F+q}{2k_F-q}\right|\right].$$
With $y=q/2k_F$ this is the Lindhard form $D\,\mathcal L(y)$, $\mathcal L=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right|$. Using $\ln\frac{1+y}{1-y}=2y+\frac23y^3+\dots$, $\mathcal L=1-y^2/3+\dots$, so to leading order $\tilde Q-Q_0=D\int V'^2/12k_F^2=(k^2/12k_F^2)E$. With $k=1.7071$ Å$^{-1}$ and $k_F=1.2111$ Å$^{-1}$ the constant is $2.914/17.60=0.166$; a Gaussian probe of width 1.5 Å at the centre of the 80 Å slab gives 0.169. This is a bulk value, not a bound for the slab: a potential that varies over the whole slab couples mainly nearby subbands, and when their spacing exceeds $T$, $t-m$ for the pairs on either side of $\mu$ depends on where $\mu$ lies between them. In the bulk $\lambda(q)=(q^2+k^2\mathcal L)/(q^2+k^2)$, which tends to 1 at small and large $q$. At $q=2k_F$, $\mathcal L=\frac12$ and $\lambda=(5.867+1.457)/(5.867+2.914)=0.83$, and the bulk minimum is 0.81, near $y=1.1$. The lowest slab mode has a similar wavevector but is a surface mode: in the 80 Å cell it lies at 0.78, with about 90% of its weight within 3 Å of the edges.

## Why the alternatives scale as $L^2$

Model the slab by a step: $4\pi D=k^2$ in a metal of thickness $d$, zero in a vacuum of width $w$, period $L=d+w$, and $J\approx1-\tilde\chi v$ for long waves. With $V=vx$ of zero cell average, $\theta$ the indicator of the metal and $\bar V$ the average over the metal, $4\pi Jx=-V''+k^2\theta(V-\bar V)$. $V$ and $V'$ are continuous.

*No preconditioner.* The condition $4\pi Jx=-\lambda V''$ makes $V$ linear in vacuum and gives $V''=-q^2(V-\bar V)$ in the metal, with $\lambda=1+k^2/q^2$. For the odd mode $V=\sin qz$, the vacuum line runs from $\sin(qd/2)$ to $-\sin(qd/2)$ over $w$, so $q\cos(qd/2)=-2\sin(qd/2)/w$. With $\xi=qd/2$ this is $\tan\xi=-\xi w/d$, whose lowest root for $w=d$ is $\xi=2.0288$. An even mode needs a flat vacuum potential, $\sin\xi=0$, $\xi=\pi$, and has the smaller $\lambda$. Thus $\lambda_{\max}=1+k^2d^2/4\xi^2$: charge proportional to $\sin qz$ sloshes between the two halves of the slab.

*Kerker.* Now $4\pi Px=-V''+k^2V$ everywhere. In vacuum $-V''=\lambda(-V''+k^2V)$, so $V''=-q^2V$ with $\lambda=q^2/(q^2+k^2)$. In the metal $(1-\lambda)(-V''+k^2V)=k^2\bar V$, so $V$ is a constant $A$ plus surface layers of thickness $1/k$, which absorb the slope and are neglected at leading order in $1/kd$ and $1/kw$. For $V=\cos qs$, with $s$ measured from the vacuum centre, $A=\cos(qw/2)$, and zero cell average requires $(2/q)\sin(qw/2)+d\cos(qw/2)=0$. With $\xi=qw/2$ this is $\tan\xi=-\xi d/w$, the same root for $w=d$. Odd modes have $A=0$ and $\xi=\pi$. So $\lambda_{\min}\approx4\xi^2/k^2w^2$: Kerker screens a region that has no electrons, and spurious vacuum charge is removed slowly.

*LDOS without the rank-one term, neutrality restored by removing the mean of the step.* The denominator of the quotient becomes $E+\int DV^2$, while the numerator is $E+\tilde Q$. Take $V=A$ in the metal, so that $\tilde Q=0$ and $\int DV^2=k^2dA^2/4\pi$. Minimising $\int V'^2$ in vacuum at fixed integral of $V$ makes $V''$ constant: $V=A-bs(w-s)$ for $0<s<w$. Zero average gives $AL=bw^3/6$, and $\int V'^2=b^2w^3/3=12A^2L^2/w^3$. For small $\lambda$, $E$ is negligible in the denominator and
$$\lambda_{\min}\approx\frac{12L^2}{k^2w^3d}.$$
This operator ties the potential of the metal to the cell average, whereas at fixed number a uniform shift of the metal's potential moves no charge. Since $\int DV^2=\tilde Q+\langle D,V\rangle^2/D_{\rm tot}$, the two preconditioners agree on the subspace $\langle D,V\rangle=0$, and at most one eigenvalue of the symmetric quotient falls below the LDOS range.

## The worked slab

The background density is 0.06 Å$^{-3}$ with edges smoothed over 0.5 Å, so $E_F=5.59$ eV. The smearing is $T=0.1$ eV, the plane-wave cutoff 80 eV, and the functional is the LDA (Slater exchange, Perdew–Wang correlation), with a small density floor in the vacuum. Cells have $d=w=L/2$. The work function is 3.0 to 3.1 eV, about $30T$, so thermal electrons in the vacuum are negligible. This is a Kohn–Sham jellium model: it has no ions, no lateral modes and no non-local correlation, and describes no particular metal. All spectra here include $f_{xc}$; the largest imaginary part of any eigenvalue is 0.003, and real parts are quoted. Kerker uses the Thomas–Fermi $k$; smaller values, down to 0.1 Å$^{-1}$, lower its $\kappa$ by at most about 10% in the 40 and 80 Å cells. Each entry gives $\kappa$, then the damped count for a $10^{-6}$ reduction of the error from one random error, then the GMRES count for a $10^{-6}$ reduction of the preconditioned residual from one random residual. The Kerker $\kappa$ rises slightly with the cutoff, because its $\lambda_{\max}$ approaches 1 from below: a finer basis gives 16.2 at 20 Å and 62.5 at 40 Å, while the unpreconditioned and LDOS values of these cells keep the digits shown.

| $L$ (Å) | none | Kerker | no rank-one | LDOS |
|---|---|---|---|---|
| 20 | 22.7, 146, 10 | 15.8, 98, 15 | 6.1, 36, 9 | 1.59, 9, 7 |
| 40 | 83.9, 546, 15 | 62.3, 410, 25 | 21.8, 142, 9 | 1.58, 9, 7 |
| 80 | 322, 2102, 22 | 263, 1536, 42 | 89.3, 595, 10 | 1.60, 10, 7 |
| 160 | 1262, 8234, 31 | 1092, 7534, 80 | 369, 2493, 11 | 1.59, 10, 7 |

At $L=160$ Å, with $k^2=2.914$ Å$^{-2}$ and $4\xi^2=16.46$, the step model gives $\lambda_{\max}=1+2.914\times80^2/16.46=1134$ against the computed 1156. For Kerker, $q=2\times2.0288/80=0.0507$ Å$^{-1}$ and $\lambda_{\min}=0.002573/2.917=8.8\times10^{-4}$ against $9.1\times10^{-4}$. Without the rank-one term, $12\times160^2/(2.914\times80^4)=2.57\times10^{-3}$ against $2.71\times10^{-3}$. The computed values exceed the model ones by 2, 4 and 5% of the model values. The last two model values are leading-order ones; solved exactly, the step model gives $8.65\times10^{-4}$ and $2.46\times10^{-3}$, which the computed values exceed by 6 and 10%. A thicker metal raises all three: with $d=D_{\rm tot}/D=1.308/0.01610=81.2$ Å the exact step model gives 1157, $8.8\times10^{-4}$ and $2.54\times10^{-3}$, which accounts for the first difference and for about a third of the other two. The slopes $d\ln\kappa/d\ln L$ over the last doubling are 1.97, 2.06 and 2.05.

The counts of the opening follow from $\kappa$. Without preconditioning $(1262/2)\times13.8=8700$ is the estimate for a start in the extreme modes, and the random start takes 8234. With LDOS the factor is $0.59/2.59=0.228$ per step, and $13.8/|\ln0.228|=9.3$ steps.

With $f_{xc}$ the lowest LDOS eigenvalue is 0.63 to 0.65, lower than the 0.78 to 0.81 found without it. In the bulk $J=1+|\chi|(v+f_{xc})$, so a negative kernel lowers $J$ while $P$ is unchanged. The bulk minimum becomes 0.65; the lowest slab modes again sit at the surfaces and lie slightly below it in the larger cells. No bound was proved for this case; its size independence is a numerical finding over a factor of eight in $L$. It holds up to a quantum-size oscillation in thin slabs: cells between 16 and 52 Å give $\kappa$ from 1.56 to 1.74, with $\lambda_{\min}=0.59$ and $\kappa=1.69$ at 22 Å.

The full nonlinear cycle agrees. Starting from the background displaced by 0.002 Å, LDOS mixing at $\alpha=0.8$ brings the largest step below $10^{-7}$ of the background density in 21, 21, 22 and 22 cycles; the linear factor at 160 Å is $1-0.8\times0.627=0.50$. Nonlinear Kerker mixing loses 0.0478 of its step per cycle at 20 Å and 0.0127 at 40 Å, averaged over the last 50 of 150 and of 400 cycles, against the asymptotic linear values $\alpha\lambda_{\min}=0.0489$ and 0.0126. Unpreconditioned mixing at $\alpha=3/\lambda_{\max}$ grows by 2.00 per cycle, as $|1-3|$ requires. The numerical check that follows the text asserts the Kerker and unpreconditioned rates, the size independence of the LDOS cycle count, the error identity and the sum rule; it does not measure the nonlinear LDOS rate against 0.50.

## Choosing the setting

*Which preconditioner.* For a cell filled by a nearly uniform metal, LDOS reduces to Kerker with $k$ taken from the orbitals. With both metal and vacuum, $\kappa$ grows as $k^2d^2/4\xi^2$ without preconditioning and as $k^2w^2/4\xi^2$ with Kerker, the other end of each spectrum staying near 1, so neither cures a cell in which both lengths grow.

*Damping.* In the slab model without $f_{xc}$, $\lambda\le2$ makes any $\alpha<1$ linearly stable at every size. The computed optimum at 160 Å is $2/(0.627+1.000)=1.23$, and the tightest stability limit of the four cells is $2/1.037=1.93$. A value of 0.8 costs a factor 0.50 per step in place of 0.23 and lies well below the computed limit; the proved range $\alpha<1$ covers only the case $f_{xc}=0$.

*Acceleration.* On the linear problem, a mixer that combines earlier preconditioned residuals, as Anderson (Pulay) mixing does, keeps its iterates in the Krylov space of $P^{-1}J$. GMRES minimises the preconditioned residual over that space, so its count is a floor for such mixers in that norm. The floor grows from 10 to 31 without preconditioning and from 15 to 80 with Kerker, and stays at 7 with LDOS. Kerker is here worse than no preconditioner; a conjectured reason is that the large eigenvalues $1+k^2/q^2$ are widely spaced and removed one by one, while the Kerker eigenvalues $q^2/k^2$ crowd towards zero. Without the rank-one term the count is 9 to 11, consistent with a single stray eigenvalue: acceleration hides most of that loss on the linear problem.

*Cost.* Size independence concerns the outer cycles, each of which solves the Kohn–Sham equations. In the step model $P$ equals $J$, so its condition number grows as $L^2$, and an iterative solution of $Px=R$ resembles the unpreconditioned column of the table. Each inner step needs a Fourier transform pair, a multiplication by $D$ and one scalar product, with no orbitals. The example used a dense solve.

*Where it does not help.* If $\mu$ lies in a gap, many $T$ away from both band edges, then $g_i$ and $D$ are exponentially small, $P\to1$, and the interband response in $\chi^\mu$ is left unpreconditioned. If $J$ has an eigenvalue at zero because $f_{xc}$ cancels the other terms, $P^{-1}J$ has it too. In a three-dimensional cell $D$ is built from levels within a few $T$ of $\mu$, so when $T$ is below the level spacing it depends on a few orbitals; the slab does not probe this, because its in-plane continuum gives $g=f/\pi$. The proved lower bound weakens as $T$ falls, since $C\propto T^{-2}$; this is a property of the bound and does not show that the spectrum itself widens.

## Values computed for the example and the checks

```
n0 = 0.06 1/A^3, edge width = 0.5 A, T = 0.1 eV, cutoff = 80.0 eV
alpha = 0.8, shift of starting density = 0.002 A
kF = 1.2111 1/A, EF = 5.589 eV, kTF = 1.7071 1/A
max mean/trap = 1.732, max 8|trap-mean|/(mean Delta^2/T^2) = 0.667
bulk D: subband sum 0.01610, kF/pi^2 0.01610 1/(eV A^3)
root of tan x = -x: x = 2.0288
L = 20 A: 29 waves, W = 3.036 eV, Dtot = 0.170 1/(eV A^2), nonlinear LDOS its = 21
  plain    lmin 0.90111 lmax 20.424 kappa 22.67 damped 146 gmres 10
  kerker   lmin 0.06108 lmax 0.964 kappa 15.78 damped 98 gmres 15
  no-rank1 lmin 0.17051 lmax 1.037 kappa 6.08 damped 36 gmres 9
  ldos     lmin 0.65217 lmax 1.037 kappa 1.59 damped 9 gmres 7
  ldos without fxc: lmin 0.8137 lmax 1.1186, bound 1/(1+C) = 9.50e-04
  nonlinear Kerker 1-rate = 0.04780, alpha*lmin = 0.04886
L = 40 A: 59 waves, W = 3.105 eV, Dtot = 0.336 1/(eV A^2), nonlinear LDOS its = 21
  plain    lmin 0.91170 lmax 76.483 kappa 83.89 damped 546 gmres 15
  kerker   lmin 0.01572 lmax 0.979 kappa 62.28 damped 410 gmres 25
  no-rank1 lmin 0.04643 lmax 1.014 kappa 21.84 damped 142 gmres 9
  ldos     lmin 0.64044 lmax 1.014 kappa 1.58 damped 9 gmres 7
  ldos without fxc: lmin 0.8011 lmax 1.0435, bound 1/(1+C) = 9.50e-04
  nonlinear Kerker 1-rate = 0.01267, alpha*lmin = 0.01257
  chi0 vs finite diff: rel err 3.4e-09; without rank-one 0.23
  dmu/dh: finite diff 0.38846, <D,dV>/Dtot 0.38846; row-sum err 8.3e-09
  int|R| = 0.0560; charge in step: with -3.9e-16, without 0.00818 e/A^2
  uniform D vs Kerker err 5.6e-15; plain growth at alpha=3/lmax: 2.0000
L = 80 A: 117 waves, W = 3.106 eV, Dtot = 0.666 1/(eV A^2), nonlinear LDOS its = 22
  plain    lmin 0.91480 lmax 294.869 kappa 322.33 damped 2102 gmres 22
  kerker   lmin 0.00378 lmax 0.994 kappa 262.64 damped 1536 gmres 42
  no-rank1 lmin 0.01120 lmax 1.000 kappa 89.31 damped 595 gmres 10
  ldos     lmin 0.62536 lmax 1.000 kappa 1.60 damped 10 gmres 7
  ldos without fxc: lmin 0.7838 lmax 1.0000, bound 1/(1+C) = 9.49e-04
L = 160 A: 233 waves, W = 3.103 eV, Dtot = 1.308 1/(eV A^2), nonlinear LDOS its = 22
  plain    lmin 0.91641 lmax 1156.331 kappa 1261.80 damped 8234 gmres 31
  kerker   lmin 0.00091 lmax 0.998 kappa 1092.09 damped 7534 gmres 80
  no-rank1 lmin 0.00271 lmax 1.000 kappa 369.10 damped 2493 gmres 11
  ldos     lmin 0.62717 lmax 1.000 kappa 1.59 damped 10 gmres 7
  ldos without fxc: lmin 0.7858 lmax 1.0003, bound 1/(1+C) = 9.49e-04
probe width 1.5 A: (QL-Q0)/QL = 0.01375, pair sum/QL = 0.01375, f-sum ratio 1.000000
gradient constant: slab 0.1685, kTF^2/(12 kF^2) = 0.1656; C = 1053
L = 160 A plain: extreme eigenvalue 1156.3, step model 1133.8, dln(kappa)/dlnL = 1.97
L = 160 A kerker: extreme eigenvalue 0.0009141, step model 0.00088198, dln(kappa)/dlnL = 2.06
L = 160 A no-rank1: extreme eigenvalue 0.0027093, step model 0.0025737, dln(kappa)/dlnL = 2.05
largest imaginary part of any eigenvalue = 3.2e-03
tolerances: linear counts 1e-6 reduction; nonlinear max|step|/n0 < 1e-7
```
